# Matched k-point meshes for silicon-carbide polytypes

## Two chains that can be sampled by hand

Take two insulating chains of layers a distance $h$ apart. Chain A repeats after one layer, chain B after two. Let $e(k)$ be the energy per layer contributed by the filled bands at wave number $k$. Its average over all $k$ is the energy wanted; a calculation replaces that average by a few points.

An energy that repeats with the reciprocal lattice is a Fourier series in the lattice translations. Suppose that terms beyond $2h$ are negligible. Time reversal gives $e(-k)=e(k)$, so only cosines appear:

$$e_A(k)=\alpha_0+2\alpha_1\cos kh+2\alpha_2\cos 2kh,$$

$$e_B(k)=\beta_0+2\beta_2\cos 2kh .$$

Chain B has no $\cos kh$ term because $h$ is not one of its translations. The true averages are $\alpha_0$ and $\beta_0$.

Give A two points, $k=0$ and $k=\pi/h$. There $\cos kh$ is $1$ and $-1$, while $\cos 2kh$ is $1$ both times, so the sampled energy is $\alpha_0+2\alpha_2$. Give B the single point $k=0$, which yields $\beta_0+2\beta_2$. The error of the difference is

$$2(\alpha_2-\beta_2).$$

It is small if the two coefficients are nearly equal.

Now give both chains two points. For B these are $k=0$ and $k=\pi/(2h)$, where $\cos 2kh$ is $1$ and $-1$. The sampled energy of B is now $\beta_0$, with no error. Chain A still has the error $2\alpha_2$, and so has the difference. Chain B was improved, yet the comparison became worse whenever $|\alpha_2-\beta_2|<|\alpha_2|$.

What must agree is the product of layers per cell and number of points. In the first choice it was $1\times2=2\times1=2$. Both samplings then describe a ring of two layers, and both errors come from the same trip around it.

An offset must also be shared. If each mesh is moved by half its own step, A is sampled at $\pi/(2h)$ and $3\pi/(2h)$, and B at $\pi/(2h)$. Everywhere $\cos 2kh=-1$, so the errors become $-2\alpha_2$ and $-2\beta_2$ and can still cancel. If only B is moved, the error of the difference is $2(\alpha_2+\beta_2)$: coefficients of equal sign now add.

## The four polytypes

Silicon carbide is a stack of Si–C bilayers. From one bilayer to the next the in-plane position moves by a step $s_i\boldsymbol\tau$, with $s_i=\pm1$ and $\boldsymbol\tau=(2\mathbf a_1+\mathbf a_2)/3$. The in-plane vectors $\mathbf a_1,\mathbf a_2$ have length $a$ and enclose 120°. One period of each stacking is

- 2H: $+\,-$
- 3C: $+\,+\,+$
- 4H: $+\,+\,-\,-$
- 6H: $+\,+\,+\,-\,-\,-$

The steps of each period sum to a multiple of three, and $3\boldsymbol\tau$ is a lattice vector. The next period therefore lies directly above the first, and the cell has a vertical axis $\mathbf c=ph\hat{\mathbf z}$, where $p=2,3,4,6$ is the number of bilayers. The cubic crystal 3C is here described by a hexagonal cell of three bilayers.

The smallest number divisible by 2, 3, 4 and 6 is twelve. With $n$ divisions along $c$, the rule is

$$pn=12,\qquad n=6,4,3,2\quad\text{for 2H, 3C, 4H, 6H}.$$

All four use the same $N\times N$ divisions in the plane.

## Which errors survive the average

Let $E_j(\mathbf k)$ be the band energies of a fixed one-electron Hamiltonian. With two electrons per filled band state, the energy per SiC pair is the average of

$$e(\mathbf k)=\frac{2}{p}\sum_{j\,\mathrm{filled}}E_j(\mathbf k)=\sum_{\mathbf R}e_{\mathbf R}\,e^{i\mathbf k\cdot\mathbf R}.$$

The sum runs over lattice translations $\mathbf R=r_1\mathbf a_1+r_2\mathbf a_2+r_3\mathbf c$. The term $e_{\mathbf 0}$ is the exact average over the Brillouin zone.

Let $\mathbf b_1,\mathbf b_2,\mathbf b_3$ be the reciprocal vectors of $\mathbf a_1,\mathbf a_2,\mathbf c$. The mesh points are

$$\mathbf k=\frac{m_1+\delta_1}{N}\mathbf b_1+\frac{m_2+\delta_2}{N}\mathbf b_2+\frac{m_3+\delta_3}{n}\mathbf b_3,$$

where the $m_i$ are integers and the offsets $\delta_i$ are fractions of a mesh step. Since $\mathbf b_3\cdot\mathbf c=2\pi$, the average of $e^{i\mathbf k\cdot\mathbf R}$ contains the factor

$$S=\frac1n\sum_{m_3=0}^{n-1}q^{m_3},\qquad q=e^{2\pi i r_3/n}.$$

If $n$ divides $r_3$, then $q=1$ and $S=1$. Otherwise $S=(q^n-1)/[n(q-1)]=0$, because $q^n=1$ while $q\ne1$. The two in-plane sums act alike. The surviving translations are

$$\mathbf T=Nt_1\mathbf a_1+Nt_2\mathbf a_2+nt_3\mathbf c,$$

with integers $t_i$. Because $n\mathbf c=nph\hat{\mathbf z}=12h\hat{\mathbf z}$, the polytype has dropped out of this set. The sampling error is

$$\Delta=\sum_{\mathbf T\ne\mathbf 0}e_{\mathbf T}\,e^{2\pi i(\delta_1t_1+\delta_2t_2+\delta_3t_3)}.$$

With common offsets the phases also agree, and for two polytypes P and Q

$$\Delta^P-\Delta^Q=\sum_{\mathbf T\ne\mathbf 0}\left(e^P_{\mathbf T}-e^Q_{\mathbf T}\right)e^{2\pi i(\delta_1t_1+\delta_2t_2+\delta_3t_3)}.$$

This is the precise content of the rule. It makes the lists of error terms equal, but not the terms themselves. Each mesh describes a crystal closed on itself after $N\mathbf a_1$, $N\mathbf a_2$ and $12h\hat{\mathbf z}$: a torus of $12N^2$ pairs.

If P and Q are the same crystal in cells of different height, the function per pair has the same coefficients and the cancellation is complete. For 3C even the one-bilayer cell can be used. Take the $N\times N$ in-plane points with $k_z=2\pi m/(12h)$, $m=0,\dots,11$. A translation of that cell is an in-plane lattice vector plus $r_3(\boldsymbol\tau+h\hat{\mathbf z})$. The sum over $m$ requires $r_3$ to be a multiple of twelve; then $r_3\boldsymbol\tau$ is an in-plane lattice vector, and the in-plane sums leave the same torus vectors as before.

## Why a gap makes the errors small

Consider complex wave vectors $\mathbf k+i\boldsymbol\kappa$. For hopping of finite range the Hamiltonian matrix is a finite sum of exponentials and is analytic in $\mathbf k$. The sum of filled energies stays analytic as long as the filled and empty groups of eigenvalues do not meet. In a crystal with a gap this holds for sufficiently small $\kappa=|\boldsymbol\kappa|$.

The coefficient is the zone average of $e(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}$. Periodicity allows the integration path to be displaced by $-i\kappa\hat{\mathbf R}$, since the contributions of the end faces cancel. The exponential then gains a factor $e^{-\kappa R}$, so

$$|e_{\mathbf R}|\le C e^{-\kappa R}$$

with a constant $C$. Longer torus vectors give exponentially smaller bounds. In a metal the filled set changes abruptly at the Fermi surface and this argument fails.

The decay rates of two polytypes may differ. If their leading coefficients behaved as $C_Pe^{-\kappa_PT}$ and $C_Qe^{-\kappa_QT}$, their ratio would eventually move away from one as $T$ grows, though it might pass through one first. The difference error would still fall, but in the end a smaller fraction of the individual errors would cancel.

## A model with numbers

The model has one $s$ and three $p$ orbitals per atom and hopping between nearest neighbours. The bond length is $d=1.890$ Å. Each carbon atom has one silicon neighbour at $-d\hat{\mathbf z}$ and three at height $d/3$ with in-plane distance $a/\sqrt3$. Equal bond lengths require $a^2/3+d^2/9=d^2$, hence

$$a=d\sqrt{8/3}=3.086\ \text{Å},\qquad h=d+\frac d3=2.520\ \text{Å}.$$

The torus is $12h=30.24$ Å long along $c$.

The $s$ and $p$ levels are $-8$ and $0$ eV on carbon, and $-4$ and $3.5$ eV on silicon. For a bond with unit vector $\mathbf u$ from carbon to silicon, the hopping elements are

$$\langle s|H|s\rangle=V_{ss},\quad \langle s|H|p_i\rangle=u_iV_{sp},\quad \langle p_i|H|s\rangle=-u_iV_{sp},$$

$$\langle p_i|H|p_j\rangle=u_iu_j(V_\sigma-V_\pi)+\delta_{ij}V_\pi .$$

The carbon orbital stands on the left, and $V_{ss},V_{sp},V_\sigma,V_\pi=-2.5,\,1.8,\,4.0,\,-1.2$ eV. These are round choices. The Hamiltonian matrices were diagonalized numerically at every mesh point. All meshes include $\mathbf k=\mathbf 0$ unless an offset is stated.

The reference values use $N=16$ and $pn=24$. Relative to 3C, the band energies per pair are $0.0224$ eV for 2H, $0.0098$ eV for 4H and $0.0065$ eV for 6H. These are the differences that the sampling must resolve.

The gap is $2.57$ eV for all four stackings. This is a feature of the model. At zero in-plane wave vector the three slanted bonds enter through sums over their directions. Terms linear in the in-plane direction cancel, and quadratic ones are the same for $s_i=+1$ and $-1$, so the bands on this axis do not depend on the stacking. Both band edges of the model lie on this axis, so the gaps are equal: the valence maximum is at $\mathbf k=\mathbf 0$ and the conduction minimum at $k_z=\pi/h$, the L point of 3C, which folds to the zone centre in 2H, 4H and 6H. In real SiC the conduction minima lie off the axis (X in 3C, K in 2H, M in 4H, the M–L line in 6H), where the stacking matters.

## The in-plane error and its cancellation

With $pn=12$ held fixed, the errors relative to the reference are as follows, in $10^{-3}$ eV per pair. The last three columns give errors of energy differences.

| $N$ | 3C | 2H−3C | 4H−3C | 6H−3C |
|---|---:|---:|---:|---:|
| 2 | 293 | 6.39 | 3.74 | 2.50 |
| 3 | 30.7 | −2.11 | −0.89 | −0.58 |
| 4 | 3.84 | −0.468 | −0.189 | −0.123 |
| 6 | 0.094 | −0.025 | −0.009 | −0.006 |

The row $N=3$ can be read from the Fourier series. The six shortest torus vectors are $\pm3\mathbf a_1$, $\pm3\mathbf a_2$ and $\pm3(\mathbf a_1+\mathbf a_2)$. Threefold symmetry and time reversal make their coefficients equal. A Fourier transform of the fine-mesh energies gives $e_{3\mathbf a_1}=0.00508$ eV for 3C and $0.00473$ eV for 2H. The leading estimates of the errors are therefore

$$6(0.00508)=0.0305\ \text{eV},\qquad 6(0.00473)=0.0284\ \text{eV}.$$

The sampled errors are $0.0307$ and $0.0286$ eV. Most of each error belongs to six trips around the torus, and most of it is common to both crystals.

At $N=4$ the error of 4H−3C is $-0.00019$ eV ($-0.19$ meV), about 2% of the model's energy difference. The error of 3C alone is twenty times larger in magnitude. At $N=2$ cancellation removes most of a very large error, but the remaining $0.0037$ eV is still 38% of the 4H−3C difference. A good cancelled fraction does not by itself make a mesh adequate.

Divide the largest difference error by the largest error of any one polytype. The ratio is $0.02$, $0.07$, $0.12$, $0.27$ and $0.41$ for $N=2,3,4,6,8$. The relative cancellation gets worse while every absolute error gets smaller. Different decay rates would produce this trend; that they are its cause here is a conjecture. At $N=12$ the ratio falls to $0.23$, but there the error along $c$ dominates, so this last value does not continue the in-plane series.

## The error along the stacking axis

To isolate the $c$ direction, keep $N=16$ and change the torus length $L=pn$. At $L=6$, which suits 2H, 3C and 6H but not 4H, the errors are $1.43$, $1.45$ and $1.54\times10^{-4}$ eV. They agree within about 7%, so most of the error cancels in differences.

At $L=12$ the errors of all four lie between $1.1$ and $1.4\times10^{-7}$ eV. The largest error of a difference from 3C is $2.9\times10^{-8}$ eV in magnitude. Cancellation still works, but it acts on a quantity already negligible beside the energy differences. In this model the length of thirty angstrom does more than the matching.

Matching matters when the alternative includes a short torus. Give every polytype two divisions. The lengths are then 4, 6, 8 and 12 bilayers for 2H, 3C, 4H and 6H. The error of 2H−3C becomes $0.0030$ eV, or 13% of their energy difference; that of 4H−3C is $-0.00013$ eV, a little over 1%. Equal division numbers do not mean equal sampling.

The half-step offset behaves as in the two chains. For $\delta_3=1/2$ the phase is $(-1)^{t_3}$, and the leading $c$-axis error changes sign in every polytype. A generator that shifts even division numbers and leaves odd ones centred would shift 2H, 3C and 6H, whose $n$ is 6, 4 and 2, but not 4H with $n=3$. The 4H−3C error along $c$ then becomes

$$(1.15+1.39)\times10^{-7}\ \text{eV}=2.54\times10^{-7}\ \text{eV},$$

about ten times the matched magnitude. It is harmless at this length, but the sign rule holds for shorter tori too, where the coefficients are larger.

The offset also gives a way to measure the error. Averaging the centred and half-shifted energies multiplies each term by $[1+(-1)^{t_3}]/2$. Odd $t_3$ disappear, and the result belongs to a torus of 24 bilayers. Half the difference of the two energies therefore gives the error from odd trips around the twelve-bilayer torus.

## The cubic mesh as a second case

The primitive cell of 3C contains one bilayer and has the translations $\mathbf a_1$, $\mathbf a_2$ and $\boldsymbol\tau+h\hat{\mathbf z}$. The last has squared length $a^2/3+h^2=8d^2/9+16d^2/9=a^2$. These vectors span a face-centred cubic lattice, in which each point has twelve nearest neighbours.

A uniform $N\times N\times N$ mesh in this cell has a torus with twelve shortest vectors of length $Na$. The matched hexagonal mesh has six of that length for the values of $N$ where $Na<12h$. Cubic symmetry makes the coefficients equal, so keeping these terms alone gives

$$\frac{\Delta_{\rm fcc}}{\Delta_{\rm hex}}\simeq\frac{12\,e_{N\mathbf a_1}}{6\,e_{N\mathbf a_1}}=2.$$

At $N=4$ the sampled errors are $0.00784$ and $0.00384$ eV, a ratio of $2.04$. Subtracting the cubic-mesh energy of 3C from the hexagonal-mesh energy of 4H leaves an error of $-0.0042$ eV, against $-0.00019$ eV for matched meshes. The unmatched error is 43% of the energy difference sought. The six in-plane vectors are common to both tori. Nearly all the extra error, $0.0038$ of $0.0040$ eV, comes from the six slanted ones, such as $N(\boldsymbol\tau+h\hat{\mathbf z})$, which the matched torus does not contain at $N=4$.

## Using the method

For a set of polytypes with periods $p$:

1. Describe each with the same in-plane vectors and a vertical $c$ axis.
2. Choose a common multiple $L$ of the periods and set $n=L/p$. For the four polytypes here, start with $L=12$.
3. Use one $N\times N$ in-plane mesh and the same offsets, stated explicitly, for all.
4. Compute the energy differences and raise $N$ until they are steady to the accuracy needed.
5. Double $L$ once at the chosen $N$ to see how much the torus length along $c$ still matters. At a coarse $N$ this change also includes translations with both in-plane and vertical parts.

The last two steps are needed because matching gives no bound on the difference error. If relaxation changes the lattice constants slightly, the integer relations survive, but the torus lengths and coefficients are no longer quite the same.

## How far the model stands from real silicon carbide

The bond length is close to that of the real material. Real gaps run roughly from 2.4 eV in 3C to 3.3 eV in 2H, with 4H, the usual polytype for power devices, only slightly below 2H, so the common model gap is near the lower end and misses the variation. Density-functional calculations generally find polytype differences of a few meV per pair, with 4H and 6H close to or below 3C. The model's 22 meV for 2H is too large, and its energies are no guide to stability: ionic repulsion, electrostatics, self-consistency and correlation are absent. Against a true difference of about 2 meV, an error of 0.19 meV would be roughly 10%, not 2%.

Some omissions can be sized. The 2H−3C error at $N=4$, measured from $N=12$, is $-4.7\times10^{-4}$ eV. A hopping of 0.1 eV between neighbouring carbon atoms, diagonal in the orbitals, changes it by $5.8\times10^{-5}$ eV, or 12%. The response is not linear: $-0.1$ eV changes it by 10% in the same direction, and $0.3$ eV by 170%. Lengthening the axial bonds of 2H by 0.3%, with hopping scaled as the inverse square of length, changes it by 1%. The energy difference itself is far more sensitive: the 0.1 eV carbon hopping lowers 2H−3C from $0.022$ to $0.013$ eV, and the stretch, with no repulsive term to balance it, raises it to $0.080$ eV. Errors quoted as percentages of the model's differences therefore hold for this parameter set only.

In 6H the electron number on inequivalent carbon atoms varies by $\delta q=0.0087$ on the $N=4$ mesh, and by about 2% more at $N=8$. With a rough on-site repulsion $U=10$ eV, the charging energy on one carbon atom is at most of the scale

$$\tfrac12U(\delta q)^2=\tfrac12(10)(0.0087)^2\simeq3.8\times10^{-4}\ \text{eV}.$$

This uses the full spread between carbon atoms, so it overstates the average per pair. Taking each atom's deviation from its value in 3C, averaging the squares over the sites and adding carbon and silicon gives about $0.9\times10^{-4}$ eV per pair. That is between 1% and 2% of the model's 6H−3C difference and comparable with the matched sampling error of that difference at $N=4$. Thermal excitation is irrelevant in the undoped model: at 300 K the factor $e^{-E_g/(2k_BT)}$, with gap $E_g$, is about $10^{-22}$. Heavily doped device regions can have partly filled bands, and there the exponential convergence derived for filled bands cannot be assumed.
